Superfluid fraction of confined particles: the area estimator and its discretization bias, part 1

(Sections cited here and not found follow in the second part.)

Appendix: the area estimator for the superfluid fraction of a finite cluster

1. The decision

A path-integral Monte Carlo code for a trapped gas or a cluster obtains the superfluid fraction from the mean square area enclosed by the imaginary-time paths, divided by a moment of inertia. Whoever writes the estimator has to decide which moment of inertia goes in the denominator, whether anything is added to the numerator, and how many time slices M the run then needs. The ratio 4m²⟨A²⟩/(βħ²I_c), with I_c built from neighbouring beads, approaches the continuum value only as 1/M, although the response it is built from approaches it as 1/M². For one atom in a harmonic trap at βħω₀ = 2.40 the exact fraction is 0.5608. With 8 slices the ratio gives 0.4346, while a rearrangement of the same sampled quantities gives 0.5519, which is closer than the ratio comes with 64 slices (0.5469). The example also bears on a second decision, namely what is to be concluded from a nonzero value: one atom has no partner to exchange with, so the estimator measures non-classical rotational inertia, of which exchange is only one source.

2. Definition of the response

The system consists of N particles of mass m, bosons or distinguishable, with

H = T + V,   T = Σ_i p_i²/2m,

where V is a real, local function of the positions that confines the system, growing at large distance from the rotation axis at least as fast as a constant times r⊥² (section 3 shows why). V contains the trap and the interactions and need not be symmetric about any axis. The rotation axis is z, L is the z component of the total angular momentum, and r⊥ is the projection of a position on the xy plane.

If the trap turns at angular velocity ω, the laboratory Hamiltonian is U H U† with U = exp(−iωtL/ħ). Writing the state as ψ = Uφ, the left side of the Schrödinger equation is iħ∂_t(Uφ) = ωLUφ + U iħ∂_tφ and the right side is U H φ, so that iħ∂_tφ = (H − ωL)φ. This operator does not depend on time. The assumption is that the system has reached thermal equilibrium with walls and a heat bath that turn with the trap, so that

Z(ω) = Tr[Π exp(−β(H − ωL))],   β = 1/k_BT.   (1)

Π is the unit operator for distinguishable particles and the symmetrizer (1/N!)Σ_π π for bosons. It commutes with H and with L, both being symmetric in the labels, so it can be carried through every trace below.

The derivative of an operator exponential is

∂_ω exp(−β(H − ωL)) = ∫₀^β ds exp(−(β−s)(H − ωL)) L exp(−s(H − ωL)).   (2)

Under a trace the two exponentials join by cyclic invariance, the integral gives β, and ⟨L⟩_ω = β⁻¹ ∂_ω ln Z. In the position representation H is real and L is imaginary, so complex conjugation turns H − ωL into H + ωL without changing the spectrum. Therefore Z(−ω) = Z(ω) and Z′(0) = 0. The moment of inertia is the linear response at fixed temperature,

I = d⟨L⟩/dω at ω = 0 = β⁻¹ Z″(0)/Z(0).   (3)

Applying (2) to Z′/β = Tr[Π L exp(−β(H − ωL))] and inserting eigenstates of H with energies E_n gives terms |L_mn|² ∫₀^β ds exp(−(β−s)E_m − sE_n). The integral equals [exp(−βE_n) − exp(−βE_m)]/(E_m − E_n). With p_n = exp(−βE_n)/Z,

I = Σ_mn |L_mn|² (p_n − p_m)/(E_m − E_n),   (4)

where a term with E_m = E_n has the limit βp_n. This is the Kubo form. Every term is non-negative, so I ≥ 0. If [H, L] = 0, only terms with E_m = E_n survive and I = β⟨L²⟩. Otherwise (p_n − p_m)/(p_n + p_m) = tanh[β(E_m − E_n)/2], and since tanh y/y ≤ 1 each kernel is at most β(p_n + p_m)/2, which gives I ≤ β⟨L²⟩. In a deformed trap β⟨L²⟩ is a bound and not the response.

The reference value comes from classical statistics. Completing the square for each particle,

p²/2m − ω ẑ·(r × p) = (p − mω ẑ×r)²/2m − mω²r⊥²/2,

because p·(ẑ×r) = ẑ·(r×p) and |ẑ×r|² = r⊥². The classical momentum integral does not notice the shift, so Z(ω)/Z(0) = ⟨exp(βmω²Σr⊥²/2)⟩, and (3) gives I = m⟨Σ_i r⊥i²⟩. The same expression evaluated with the quantum density at ω = 0 defines I_cl, and

I_cl = m⟨Σ_i r⊥i²⟩,   f_s = 1 − I/I_cl.   (5)

3. The link kernel in the rotating frame

With τ = β/M, the primitive discretization replaces the exponential in (1) by the M-th power of

exp(−τV/2) exp(−τ(T − ωL)) exp(−τV/2),

and the trace of that power is called Z_M(ω). The product is symmetric, so its value at −τ is the inverse of its value at τ, and its logarithm divided by −τ is H − ωL plus terms in τ², τ⁴ and so on. For smooth V, Z_M(ω) and its derivatives with respect to parameters therefore differ from the exact ones by a series in τ². In particular I_M, defined by (3) with Z_M in place of Z, satisfies I_M = I + O(τ²). No commutation of L with V has been used.

The middle factor is known exactly. T is invariant under rotations, so exp(−τ(T − ωL)) = exp(τωL) exp(−τT), and this is a product of one-particle operators. The motion along z is untouched by L and keeps its free kernel. In the plane, from r to r′,

⟨r′|exp(−τT)|r⟩ = (m/2πħ²τ) exp(−m|r′ − r|²/2ħ²τ).

In polar coordinates L = −iħ∂_ϑ, so exp(−iφL/ħ) = exp(−φ∂_ϑ) lowers the angle of the argument by φ: it sends a function f(r′) to f(R(−φ)r′), with R(φ) the counterclockwise rotation. Acting on the primed variable it replaces |r′ − r|² by |R(−φ)r′ − r|² = r² + r′² − 2r′·R(φ)r. In the plane R(φ)r = cos φ r + sin φ ẑ×r, and r′·(ẑ×r) = ẑ·(r×r′), hence

r′·R(φ)r = cos φ r·r′ + sin φ (r×r′)_z.

The operator needed is exp(τωL), so −iφ/ħ = τω and φ = ia with a = ħτω. The kernel is an entire function of φ and is continued by cos(ia) = cosh a, sin(ia) = i sinh a:

G(r′, r) = (m/2πħ²τ) exp{−(m/2ħ²τ)[r² + r′² − 2 cosh a r·r′ − 2i sinh a (r×r′)_z]}.   (6)

The numerical check tests that (6) satisfies ∂_τG = −(T − ωL)G in the primed variables at two generic points, and that the opposite sign of the imaginary term does not.

On the line r′ = r the modulus of (6) grows as exp[m(cosh a − 1)r²/ħ²τ] ≈ exp(τmω²r²/2). This is the centrifugal potential −mω²r⊥²/2, and Z_M(ω) converges only if V outgrows it. For a harmonic trap that means |ω| < ω₀ in the continuum; for the response (3) any small interval of ω suffices, but an unconfined coordinate has none, and neither has a confining V that grows more slowly than r⊥², such as V ∝ r⊥, for which H − ωL is unbounded below at every ω ≠ 0.

4. The estimator

Label the beads r_{i,k}, k = 0, …, M−1, with r_{i,M} = r_{π(i),0} for the permutation π from the symmetrizer. At ω = 0 the integrand of Z_M is the positive weight that the simulation samples, summed over π; averages over it are ⟨…⟩. Dividing (6) by its value at ω = 0 for every link gives, exactly,

Z_M(ω)/Z_M(0) = ⟨exp{(m/ħ²τ) Σ_{i,k} [(cosh a − 1) r⊥_{i,k}·r⊥_{i,k+1} + i sinh a (r_{i,k}×r_{i,k+1})_z]}⟩.   (7)

Define for each configuration

A = ½ Σ_{i,k} (r_{i,k} × r_{i,k+1})_z,   Î_c = (m/M) Σ_{i,k} r⊥_{i,k}·r⊥_{i,k+1},   I_c = ⟨Î_c⟩.   (8)

A is the signed area of the polygons projected on the xy plane, each link contributing the triangle it spans with the origin. To second order in ω, cosh a − 1 = ħ²τ²ω²/2, and the first term of the exponent becomes (mτω²/2)Σ r⊥·r⊥′ = βω²Î_c/2, because τ = β/M. Likewise sinh a = ħτω + O(ω³), and the second term becomes i(mω/ħ)Σ(r×r′)_z = 2imωA/ħ. Expanding the exponential,

Z_M(ω)/Z_M(0) = 1 + 2imω⟨A⟩/ħ + ω²[βI_c/2 − 2m²⟨A²⟩/ħ²] + O(ω³),

where the last term is half the square of 2imωA/ħ. Reversing the order of the slices maps a path that closes on π to one that closes on π⁻¹, leaves the ω = 0 weight unchanged since each link weight is symmetric in its ends, and changes the sign of every cross product. So ⟨A⟩ = 0. Twice the coefficient of ω², divided by β, is the response:

I_M = I_c − 4m²⟨A²⟩/(βħ²).   (9)

Equation (9) is exact at every M for the primitive action. Section 5 shows that I_c → I_cl as M → ∞, so that

f_s = lim_{M→∞} f_M,   f_M = 4m²⟨A²⟩/(βħ²I_c) = 1 − I_M/I_c.   (10)

The two terms of (9) have a direct meaning. The real factor in (7) is the centrifugal gain, which alone would give rigid rotation. The phase 2mωA/ħ is the Coriolis term, and it has the form of the phase that a charge collects around a loop in a uniform magnetic field. Loops of both orientations interfere, this lowers Z(ω), and the inertia falls below I_cl. Since the bosonic weight is positive, ⟨A²⟩ ≥ 0 and I ≤ I_cl; together with I ≥ 0 this gives 0 ≤ f_s ≤ 1. For fermions the derivation holds with the sign of π in the average, ⟨A²⟩ is then not a positive average, and the lower bound on f_s is lost.

Four properties matter for the code. First, A is the sum over all particles and is squared afterwards; a permutation cycle of ℓ particles is a single polygon of ℓM links, while the normalization of Î_c remains 1/M. Second, A does not depend on the origin: under r → r + c each link gains r_k×c + c×r_{k+1} = c×(r_{k+1} − r_k), which sums to zero around closed loops. I_c does depend on the origin, which must lie on the rotation axis. Third, in a worm algorithm A and Î_c are accumulated only in the closed sector, because only closed configurations contribute to (1), and for an open line the sum just written does not vanish. Fourth, for unequal masses the prefactor m in (7) stays inside the sum, so mA becomes Σ_i m_iA_i, and Î_c is weighted in the same way.

5. The 1/M bias and its removal

For any two vectors r·r′ = (r² + r′²)/2 − |r′ − r|²/2. Summing over the links of closed paths counts each r⊥² once, so with Δ_{i,k} = r⊥_{i,k+1} − r⊥_{i,k},

I_c = I_cl,M − D_M,   I_cl,M = (m/M)⟨Σ_{i,k} r⊥_{i,k}²⟩,   D_M = (m/2M)⟨Σ_{i,k}|Δ_{i,k}|²⟩.   (11)

I_cl,M is −β⁻¹ times the derivative of ln Z_M with respect to the strength of a term mΣr⊥² added to V, and by the argument of section 3 it equals I_cl + O(τ²). D_M follows from a derivative with respect to the mass in the planar kinetic energy, at fixed V. In Z_M that mass appears in NM prefactors m/2πħ²τ and in the Gaussian exponents, so

m ∂ln Z_M/∂m = NM − (m/2ħ²τ)⟨Σ|Δ|²⟩.

For the exact Z the planar kinetic energy is proportional to 1/m, and m ∂ln Z/∂m = βK⊥, with K⊥ its thermal average. Call the discrete counterpart βK⊥,M, where K⊥,M = K⊥ + O(τ²). Multiplying by ħ²τ/M and using β/M = τ,

D_M = Nħ²τ − ħ²τ²K⊥,M.   (12)

D_M vanishes as τ → 0, which completes the proof of (10), but it vanishes only linearly. Inserting I_c = I_cl − Nħ²τ + O(τ²) in f_M = 1 − I_M/I_c and expanding the denominator,

f_M − f_s = −(1 − f_s) Nħ²τ/I_cl + O(τ²).   (13)

The bias is negative, and its scale Nħ²τ/I_cl is the squared link length per component, ħ²τ/m, over the mean r⊥² per particle. At fixed τ this scale grows as the system shrinks, but the factor 1 − f_s can fall at the same time; section 9 gives the combined dependence for an oscillator. Changing only the denominator makes matters worse: 4m²⟨A²⟩/βħ² = I_c − I_M by (9), so dividing it by I_cl,M gives f_s − Nħ²τ/I_cl + O(τ²), without the reducing factor 1 − f_s. The area term itself carries the linear error: by (9), (11) and (12) it equals I_cl − I − Nħ²τ + O(τ²). The cure is to form the ratio from the two quantities that converge quadratically:

f̃_M = 1 − I_M/I_cl,M = [4m²⟨A²⟩/(βħ²) + D_M]/I_cl,M = f_s + O(τ²).   (14)

D_M is ħ²τ/M times the xy part of the spring sum (m/2ħ²τ)Σ|Δ|² that also enters the primitive energy estimator; the z part of the links is left out. For smooth V and the primitive action, f̃_M has an expansion in τ² and can be extrapolated as (4f̃_{2M} − f̃_M)/3. For an action whose potential factor does not split into functions of the single ends of a link, such as a pair-product action, that factor acquires its own dependence on ω, and (9), (12) and (14) have to be derived again before any finite-M accuracy is claimed.

6. One particle in a harmonic trap: the spectrum

Take V = mω₀²(X² + Y²)/2 + V_z(z). For one particle the z motion multiplies Z(ω) by a factor independent of ω and drops out. From here on ħ = m = ω₀ = 1: lengths are in a₀ = √(ħ/mω₀), moments of inertia in ma₀², ω in units of ω₀, and β becomes x = βħω₀. The Cartesian coordinates are written X and Y.

With X = (a_X + a_X†)/√2, p_X = i(a_X† − a_X)/√2 and the same for Y,

L = Xp_Y − Yp_X = (i/2)[(a_X + a_X†)(a_Y† − a_Y) − (a_Y + a_Y†)(a_X† − a_X)].

The terms a_Xa_Y and a_X†a_Y† cancel between the two products and the mixed terms add, so L = i(a_Y†a_X − a_X†a_Y). For a_± = (a_X ∓ ia_Y)/√2 the number operators are n_± = ½[n_X + n_Y ± i(a_Y†a_X − a_X†a_Y)]. Hence n₊ + n₋ = n_X + n_Y, L = n₊ − n₋, and

H − ωL = (1 − ω)(n₊ + ½) + (1 + ω)(n₋ + ½).

For |ω| < 1 these are two oscillators, each with partition function 1/[2 sinh(x × frequency/2)]. Using 2 sinh P sinh Q = cosh(P + Q) − cosh(P − Q) with P = x(1+ω)/2, Q = x(1−ω)/2,

Z(ω) = 1/(2 cosh x − 2 cosh xω).   (15)

To second order cosh xω = 1 + x²ω²/2, so Z(ω)/Z(0) = 1 + x²ω²/[2(cosh x − 1)], and (3) gives

I = x/(cosh x − 1).   (16)

In a number state ⟨X²⟩ = n_X + ½, whose thermal average is 1/(eˣ − 1) + ½ = ½coth(x/2). Two directions give I_cl = coth(x/2). With cosh x − 1 = 2 sinh²(x/2), the ratio is I/I_cl = x/[2 sinh(x/2) cosh(x/2)], and

f_s = 1 − x/sinh x.   (17)

The continuum limit of (9) then fixes the area,

⟨A²⟩ = (x/4)[coth(x/2) − x/(cosh x − 1)]   in units of a₀⁴.   (18)

7. One particle in a harmonic trap: the paths

The same results follow from the path side at finite M, where the estimator can be evaluated term by term. Let ε = x/M, so a = εω, and ζ_k = X_k + iY_k. Then ζ_k*ζ_{k+1} = r_k·r_{k+1} + i(r_k×r_{k+1})_z, and the combination in (6) is

cosh a r_k·r_{k+1} + i sinh a (r_k×r_{k+1})_z = ½e^a ζ_k*ζ_{k+1} + ½e^{−a} ζ_kζ_{k+1}*.

Each bead belongs to two links, which contribute |ζ_k|²/ε together, and carries the potential ε|ζ_k|²/2. The action is

S = Σ_k [(1/ε + ε/2)|ζ_k|² − (e^a ζ_k*ζ_{k+1} + e^{−a} ζ_kζ_{k+1}*)/2ε].

The unitary change of variables ζ_k = M^{−1/2} Σ_n η_n exp(iθ_nk), θ_n = 2πn/M, n = 0, …, M−1, gives Σ_k|ζ_k|² = Σ_n|η_n|² and Σ_kζ_k*ζ_{k+1} = Σ_n|η_n|² exp(iθ_n). Defining u by cosh u = 1 + ε²/2,

S = ½ Σ_n λ_n(a)|η_n|²,   ελ_n(a) = 2 cosh u − exp(a + iθ_n) − exp(−a − iθ_n).   (19)

Each mode integrates to 2π/λ_n provided Re λ_n > 0, which holds for all n when |a| < u, and each link brings 1/2πε. So Z_M = Π_n 1/(ελ_n). For y = exp(a + iθ_n), multiplying out confirms 2 cosh u − y − 1/y = e^u(1 − e^{−u}y)(1 − e^{−u}/y). The numbers exp(iθ_n) are the M-th roots of unity, for which Π_n(1 − c exp(±iθ_n)) = 1 − c^M. The product is therefore e^{Mu}(1 − e^{−Mu+Ma})(1 − e^{−Mu−Ma}), and with Ma = xω,

Z_M(ω) = 1/(2 cosh Mu − 2 cosh xω),   I_M = x/(cosh Mu − 1).   (20)

This is (15) and (16) with x replaced by Mu in one place.

At ω = 0, λ_n = (2 cosh u − 2 cos θ_n)/ε. The variables |η_n|² are independent and exponentially distributed, with mean 2/λ_n and variance 4/λ_n². The area is A = ½ Im Σζ_k*ζ_{k+1} = ½Σ_n sin θ_n|η_n|². Its mean Σ sin θ_n/λ_n vanishes because n and M − n cancel, so its mean square is the sum of variances:

⟨A²⟩_M = Σ_n sin²θ_n/λ_n²,   I_c = (1/M)Σ_n 2 cos θ_n/λ_n,   I_cl,M = (1/M)Σ_n 2/λ_n.   (21)

Equation (9) can be read off directly. From (19) at a = 0, λ_n′ = −2i sin θ_n/ε and λ_n″ = −2 cos θ_n/ε, so ∂_a² ln Z_M = Σ(λ′²/λ² − λ″/λ) = Σ[−4 sin²θ_n/ε²λ_n² + 2 cos θ_n/ελ_n]. Multiplying by ε²/x converts this to I_M, and ε/x = 1/M gives I_M = I_c − 4⟨A²⟩_M/x.

The sums have closed forms. Differentiating Σ_n ln(2 cosh u − 2 cos θ_n) = ln(2 cosh Mu − 2) with respect to u,

Σ_n sinh u/(cosh u − cos θ_n) = M sinh Mu/(cosh Mu − 1) = M coth(Mu/2).   (22)

Since 2/λ_n = ε/(cosh u − cos θ_n),

I_cl,M = ε coth(Mu/2)/sinh u.

From 2 cos θ_n = 2 cosh u − ελ_n it follows that I_c = cosh u I_cl,M − ε, and putting both terms over sinh u sinh(Mu/2),

I_c = ε cosh(Mu/2 − u)/[sinh u sinh(Mu/2)].

The difference is D_M = ε − (ε²/2)I_cl,M, which is (12) with K⊥,M = I_cl,M/2, as the virial theorem requires of an oscillator.

For the improved estimator, cosh u − 1 = 2 sinh²(u/2) gives sinh(u/2) = ε/2, hence sinh u = 2 sinh(u/2) cosh(u/2) = ε√(1 + ε²/4) and u = 2 arsinh(ε/2) = ε − ε³/24 + …. Dividing I_M = x/[2 sinh²(Mu/2)] by I_cl,M,

f̃_M = 1 − x√(1 + ε²/4)/sinh Mu.

With Mu = x − xε²/24 one has 1/sinh Mu = (1/sinh x)(1 + xε² coth x/24), and the root is 1 + ε²/8, both to order ε². Together with (13) for N = 1, τ = ε, the leading errors in this model are

f̃_M − f_s = −(1 − f_s)(1/8 + x coth x/24) x²/M²,   f_M − f_s = −(1 − f_s) x/(M I_cl).   (23)

This part has derived the area estimator, shown that the ratio f_M has a 1/M bias which the rearranged f̃_M removes, and confirmed both results exactly for one particle in a harmonic trap. What remains is the high- and low-temperature limits, a worked numerical example, the effect of exchange, traps without axial symmetry, and the conditions of use.
